# The Mean Electric Field at an Atomic Nucleus in a Uniform Field, part 2

An atom with $N$ electrons and a fixed point nucleus of charge $Z$ at the origin stands in a uniform electric field $\mathbf F$ along $+z$. We seek the mean field at the nucleus. Atomic units are used. An electron has charge $-1$ and energy $+\mathbf F\cdot\mathbf r$ in the applied field. With the electron density $n$,

$$
\mathbf E_{\rm el}=\int n(\mathbf r)\,\frac{\mathbf r}{r^3}\,d^3r ,\qquad \mathbf E_{\rm nuc}=\mathbf F+\mathbf E_{\rm el}.
$$

$E_{\rm el}$ and $E_{\rm nuc}$ denote $z$ components. Earlier results:

- **(a)** The Hellmann-Feynman theorem, $\partial E/\partial X=\langle\partial H/\partial X\rangle$, gives the force on a nucleus at $\mathbf R$ as $-\partial E/\partial\mathbf R=Z\,\mathbf E_{\rm nuc}$.
- **(b), (c)** The energy is stationary against a rigid shift of the electron cloud. This gives the force balance $Z\,\mathbf E_{\rm el}+N\,\mathbf F=0$, hence $\mathbf E_{\rm nuc}=(1-N/Z)\mathbf F$.
- **(d)** By translation, the force on the nucleus is $(Z-N)\mathbf F$. For an ion, a clamp must hold it.
- **(e)** The balance holds at every order in $F$, although an electron can tunnel out. For hydrogen, the potential energy along the escape direction has a maximum of height $-2\sqrt F$. The series for the state had coefficients $\psi_0,\psi_1,\dots$, without the powers of $F$.
- **(f)** Hartree-Fock obeys the balance in a complete basis. In a finite basis fixed to the nucleus, the shifted orbitals generally lie outside the basis, and the argument no longer applies. If the basis functions move with the nucleus, the derivative of the energy is still $-(Z-N)\mathbf F$, but it need not equal the mean value of $\partial H/\partial\mathbf R$.

The result is now examined for hydrogen and small atoms, beginning with part (g), the first-order wavefunction: *Find the first-order change of the ground state of a one-electron atom in closed form.*

**Solution.** The unperturbed problem is

$$
H_0=-\tfrac12\nabla^2-\frac Zr,\qquad \psi_0=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad E_0=-\frac{Z^2}{2}.
$$

The perturbation is $Fz$. Its mean value in $\psi_0$ is zero, because $z$ is odd and $\psi_0^2$ is even, so there is no first-order energy. From here on $\psi_1$ includes the factor $F$. It obeys

$$
(H_0-E_0)\,\psi_1=-Fz\,\psi_0 .
$$

Put $\psi_1=f\psi_0$. The product rule for the Laplacian gives

$$
\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0 .
$$

The last term joins the potential energy and $-E_0$ to form $f(H_0-E_0)\psi_0=0$. In the middle term, $\nabla\psi_0=-Z(\mathbf r/r)\psi_0$, so that $-\nabla f\cdot\nabla\psi_0=+Z\psi_0\,\partial f/\partial r$. After division by $\psi_0$ the equation is

$$
-\tfrac12\nabla^2f+Z\,\frac{\partial f}{\partial r}=-Fz .
$$

The right side is proportional to $r\cos\theta$. The radial derivative lowers the power of $r$ by one, so $f$ needs a term in $r^2\cos\theta=rz$. The Laplacian of this term leaves a remainder in $\cos\theta=z/r$, which a term in $z$ can cancel. Try therefore

$$
f=-F\,(A\,z+B\,r z).
$$

The required derivatives are

$$
\nabla^2z=0,\qquad \nabla^2(rz)=z\,\nabla^2r+2\nabla r\cdot\nabla z=\frac{2z}{r}+\frac{2z}{r}=\frac{4z}{r},
$$

$$
\frac{\partial z}{\partial r}=\frac zr,\qquad \frac{\partial(rz)}{\partial r}=2z .
$$

Insert them:

$$
-\tfrac12\nabla^2f+Z\frac{\partial f}{\partial r}
=2FB\,\frac zr-FZA\,\frac zr-2FZB\,z .
$$

For this to equal $-Fz$, the terms in $z$ require $2ZB=1$, and the terms in $z/r$ require $ZA=2B$. Hence $B=1/(2Z)$ and $A=1/Z^2$, so

$$
\boxed{\;\psi_1=-Fz\left(\frac1{Z^2}+\frac r{2Z}\right)\psi_0\;}
$$

A multiple of $\psi_0$ could be added without violating the equation. It is excluded by the usual condition $\langle\psi_0|\psi_1\rangle=0$, which the odd function above already meets. The minus sign means that the wavefunction grows on the side $z<0$: the electron moves against the field, as a negative charge should.

### (h) The field from this wavefunction

*Compute $E_{\rm el}$ to first order, without using the force balance. Evaluate the two parts for hydrogen at $F=0.01$ atomic units.*

**Solution.** At zeroth order the mean value of $z/r^3$ vanishes by parity. The normalization of $\psi_0+\psi_1$ differs from 1 at second order only. The first-order field is the cross term,

$$
E_{\rm el}=2\Big\langle\psi_0\Big|\frac{z}{r^3}\Big|\psi_1\Big\rangle
=-2F\int\psi_0^2\,\frac{z^2}{r^3}\left(\frac1{Z^2}+\frac r{2Z}\right)d^3r .
$$

Since $\psi_0^2$ is spherical, $z^2$ may be replaced by its average over directions, $r^2/3$:

$$
E_{\rm el}=-\frac{2F}{3}\left(\frac{1}{Z^2}\Big\langle\frac1r\Big\rangle+\frac{1}{2Z}\right).
$$

The mean inverse distance is

$$
\Big\langle\frac1r\Big\rangle=4Z^3\int_0^\infty r\,e^{-2Zr}dr=4Z^3\cdot\frac1{4Z^2}=Z ,
$$

and therefore

$$
E_{\rm el}=-\frac{2F}{3}\left(\frac1Z+\frac1{2Z}\right)=-\frac{2F}{3}\cdot\frac{3}{2Z}=-\frac FZ .
$$

The total is $E_{\rm nuc}=(1-1/Z)F$, in agreement with the force balance for $N=1$. For hydrogen, $Z=1$, it is zero.

The field $F=0.01$ atomic units corresponds to $5.142\times10^{9}$ V/m. The term $z$ in $\psi_1$ supplies $-\tfrac23F=-0.00667$, and the term $rz/2$ supplies $-\tfrac13F=-0.00333$. Together they give $-0.01000$, and

$$
E_{\rm nuc}=0.01000-0.00667-0.00333=0 .
$$

Both terms are needed. A trial function with the term $z$ alone, at the coefficient found above, would leave one third of the applied field at the nucleus.

### (i) Where the screening arises

*For hydrogen, find the fraction $S(R)$ of the cancelling field that comes from the electron density inside a sphere of radius $R$. Compare it with the corresponding fraction of the induced dipole moment.*

**Solution.** Restrict the radial integral of (h) to $r<R$ and divide by $-F$. With $Z=1$ and the radial weight $4r^2e^{-2r}$,

$$
S(R)=\frac23\int_0^R\frac1r\left(1+\frac r2\right)4r^2e^{-2r}dr=\frac23\int_0^R(4r+2r^2)\,e^{-2r}dr .
$$

An antiderivative of the integrand is $-e^{-2r}(r^2+3r+\tfrac32)$. Its derivative is

$$
e^{-2r}\left[2r^2+6r+3-2r-3\right]=e^{-2r}(2r^2+4r),
$$

as required. Taking the difference between the limits,

$$
S(R)=\frac23\left[\frac32-e^{-2R}\left(R^2+3R+\frac32\right)\right]=1-e^{-2R}\left(1+2R+\frac{2R^2}{3}\right).
$$

For small $R$ the integral starts as $\tfrac23\cdot2R^2=\tfrac43R^2$, so there is no screening charge concentrated at the nucleus itself. At $R=1$ bohr, $S=1-\tfrac{11}{3}e^{-2}=0.504$: half of the cancelling field comes from within one bohr.

The induced dipole moment is $p=-\langle z\rangle$, because the electron has charge $-1$. To first order,

$$
p=-2\langle\psi_0|z|\psi_1\rangle=2F\int\psi_0^2z^2\left(1+\frac r2\right)d^3r=\frac{2F}{3}\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right).
$$

The moments follow from $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$:

$$
\langle r^2\rangle=4\cdot\frac{4!}{2^5}=3,\qquad \langle r^3\rangle=4\cdot\frac{5!}{2^6}=\frac{15}{2}.
$$

Thus $p=\tfrac23(3+\tfrac{15}{4})F=\tfrac92F$, and the polarizability is 4.5 atomic units. The part of the dipole from inside $R$, found by numerical integration of the same density change, can be set beside $S(R)$:

| $R$ (bohr) | share of screening field | share of dipole |
|---|---|---|
| 1 | 0.504 | 0.033 |
| 2 | 0.860 | 0.284 |
| 3 | 0.968 | 0.626 |
| 5 | 0.999 | 0.950 |

The dipole weights the displaced charge with $z$, the field at the nucleus with $z/r^3$. The two integrands differ by the factor $r^3$, which moves the dipole outwards. A calculation can therefore describe one of these quantities well and the other badly, depending on where its wavefunction is accurate.

### (j) Beyond first order

*At $F=0.01$ the response of hydrogen is not strictly linear. Does the nonlinear part spoil the cancellation?*

**Solution.** By (e) it should not, since the balance holds at each order. A calculation that does not expand in $F$ shows this in numbers. The Hamiltonian $H_0+Fz$ is written as a matrix in functions made of $r^l$, a Laguerre polynomial in $r$, the factor $e^{-r}$ and the spherical harmonic with $m=0$. With $l=0$ to 5 and 12 radial functions for each $l$, there are 72 functions. All of them decay, so they describe the atom with its electron still bound and leave tunnelling out. This is reasonable here: the barrier of (e) has its top at $-2\sqrt{0.01}=-0.2$ hartree, far above the level near $-0.5$ hartree.

The lowest eigenvalue is $-0.50022556$ hartree. Second-order perturbation theory gives

$$
E_0-\tfrac12\cdot4.5\,F^2=-0.5-0.000225=-0.500225\ \text{hartree},
$$

so the higher orders contribute $-5.6\times10^{-7}$ hartree. The dipole moment divided by $F$ is 4.5225 atomic units instead of 4.5, an increase of 0.5 percent over the linear value.

These two deviations are related by the Hellmann-Feynman theorem with $F$ as the parameter. Since $\partial H/\partial F=z$, the dipole is $p=-\langle z\rangle=-dE/dF$. The theorem is valid in this basis because the basis functions do not depend on $F$. If the extra energy is taken to be of fourth order, $-cF^4$, the extra dipole is $4cF^3$, and

$$
\frac{4cF^3}{F}=\frac{4\,(cF^4)}{F^2}=\frac{4\times5.6\times10^{-7}}{10^{-4}}=0.0224 ,
$$

close to the 0.0225 found directly.

The mean electronic field in the same state is $-0.0100000000$ atomic units. The total field at the nucleus is $4\times10^{-10}$ of the applied field; by (f), a finite basis fixed to the nucleus need not give exactly zero. The dipole has thus acquired a nonlinear part of half a percent, while the field at the nucleus shows none at this accuracy. The electron cloud changes its shape in a nonlinear way, but the total pull of the nucleus on it must still balance the force $-F$, which is linear in the field.

### (k) Several electrons, and a poor basis

*Examine the factor $1-N/Z$ for He, Be and Li$^+$ in the Hartree-Fock approximation. What does a small basis do to the result?*

**Solution.** Part (f) showed that Hartree-Fock obeys the force balance in a complete basis. The calculations below illustrate that statement. They leave out electron correlation and relativity, and they make no claim about the accuracy of other properties.

The occupied orbitals of these three systems are s functions. The perturbation $Fz$ has the angular dependence $\cos\theta$, and so has the first-order change of the mean field. Acting on s orbitals, both produce p functions. A basis of s and p functions is thus sufficient in angular character for the first-order response. The basis used has 19 s and 19 p Gaussian exponents in a geometric series from 0.010 to $3.2\times10^4$ bohr$^{-2}$. The applied field is $F=0.001$ atomic units, and the self-consistent equations are solved with the field present. The mean total field at the nucleus is then evaluated from the density:

| system | $N$ | $Z$ | computed $E_{\rm nuc}/F$ | $1-N/Z$ |
|---|---|---|---|---|
| He | 2 | 2 | 0.00000 | 0 |
| Be | 4 | 4 | 0.00001 | 0 |
| Li$^+$ | 2 | 3 | 0.33333 | 1/3 |

The two neutral atoms screen the field at the nucleus, although beryllium has two shells and helium one. The last digit for Be is a residue of the basis and of the finite field: it moves by about $2\times10^{-5}$, and can change sign, when d functions are added or the field is halved. The ion leaves a third of it.

For Li$^+$ the force can also be taken from energies. The nucleus, together with its basis functions, is placed at $+0.10$ and at $-0.10$ bohr along $z$, and the energy $-ZFR$ of the nucleus in the field is included. The energy difference gives

$$
-\frac{E(+0.10)-E(-0.10)}{0.20}=1.0000\times10^{-3}\ \text{hartree/bohr}.
$$

The Hellmann-Feynman force is

$$
Z\,E_{\rm nuc}=3\times0.33333\times0.001=1.0000\times10^{-3}\ \text{hartree/bohr}.
$$

Both equal $(Z-N)F=F$, the force that the clamp has to hold.

Now repeat the helium calculation in the small standard basis cc-pVDZ. The result is $E_{\rm nuc}/F=0.186$ instead of zero. The electrons cancel only 81 percent of the applied field, and the Hellmann-Feynman expression gives a force on the nucleus of

$$
2\times0.186\times0.001=3.7\times10^{-4}\ \text{hartree/bohr}.
$$

No such force exists. By the translation argument in (f), the derivative of the energy is zero for neutral helium even in this basis, provided the functions move with the nucleus. The method and the field are the same as before; only the basis has changed.

The rigid shift shows why the small basis is not protected against such an error. Shifting an s orbital $\phi(r)$ by a small distance $a$ along $z$ changes it by

$$
-a\,\frac{\partial\phi}{\partial z}=-a\,\frac zr\,\frac{d\phi}{dr},
$$

which is a p function with a definite radial shape. The cc-pVDZ basis for helium has a single p function along $z$, with a fixed radial shape, and it cannot reproduce this change. The energy then need not be stationary against the shift, and the force balance is no longer guaranteed. The field-induced p part of the orbital is shifted as well, into s and d functions that also lie outside this basis. The d part does not matter at first order: it is of order $F$, and the Hartree-Fock equation is violated in the d channel only at order $F^2$. The s part matters little here. With the 19 s functions of the large basis and the single p function the ratio stays at 0.187, whereas the cc-pVDZ s functions with the 19 p functions give 0.001. The error comes almost entirely from the p space. In the large basis, shifting an s Gaussian $e^{-\alpha r^2}$ changes it by $2\alpha a z\,e^{-\alpha r^2}$, a p Gaussian with the same exponent. Since the s and p functions share their exponents, this change lies exactly within the basis. This alone does not enforce the balance, because the field-induced p part is shifted too. A p Gaussian $z\,e^{-\alpha r^2}$ changes by $a\,(2\alpha z^2-1)\,e^{-\alpha r^2}$, and $z^2=r^2/3+(z^2-r^2/3)$ shows that this contains the s-type function $r^2e^{-\alpha r^2}$, which is not one of the basis functions. It can only be approximated by a combination of s Gaussians, so a residue remains. The residue is small even for a short series: for helium, five shared exponents from 0.15 bohr$^{-2}$ in the ratio 4 give $E_{\rm nuc}/F=-0.002$. With the 19 exponents used here the spurious force disappears to the accuracy shown in the table.

This matters when structures are optimized with atom-centred functions. The force that belongs to the computed energy is minus its full derivative with respect to the nuclear position. This force contains, besides the Hellmann-Feynman term, a contribution from the motion of the basis functions. For helium in cc-pVDZ that contribution must be $-3.7\times10^{-4}$ hartree/bohr, because the two together give zero.
